**CEPA(0), LCCD, the doubles series and the quadratic functional**

For double excitations D of a Hartree-Fock determinant, let b hold their couplings to the reference and let A be the matrix of H − E0 among them. The program solves the CEPA(0) equations b + Ac = 0 for the amplitudes c, with correlation energy E = b·c. For water in STO-3G it asserts that these amplitudes satisfy the LCCD equations in both commutator and orbital form. It also asserts that the summed doubles-only perturbation series and a numerical minimization of F[c] = 2b·c + cᵀAc give the same energy, −0.050168 hartree. Further assertions cover the split of the quadratic coupled-cluster term, the fourth-order contributions and a divergent series obtained by rescaling the zero-order Hamiltonian. For two distant H2 molecules the CEPA(0) energy is additive, while CID misses 0.000507 hartree. For stretched H2 the output shows CEPA(0) falling to −17.98 hartree at 4 Å, where A is close to zero.

## Numerical verification

```python
"""
Result under test: with b_D = <D|H-E0|0> and A_DD' = <D|H-E0|D'> over all double
excitations D of a Hartree-Fock determinant |0>, the CEPA(0) equations b + A c = 0
are the linearized coupled-cluster doubles equations, their solution is the sum of
the doubles-only linked perturbation series, and it makes the unnormalized
functional F[c] = <0 + c.D| H-E0 |0 + c.D> stationary with F = b.c = E_corr.
Symbols: g[p,q,r,s] = <pq||rs> in spin orbitals, eps = orbital energies,
t[i,j,a,b] = doubles amplitudes, T = matrix of the operator T2 over determinants.
Energies are in hartree. Determinants are bit strings with M_S = 0.
"""
from itertools import combinations
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.optimize import minimize
from pyscf import gto, scf, ao2mo, fci


def flip(det, p):
    """Create or annihilate spin orbital p; return new string and sign."""
    sign = -1 if bin(det & ((1 << p) - 1)).count("1") % 2 else 1
    return det ^ (1 << p), sign


def operator_matrix(one, two, dets, index):
    """Matrix of sum one[p,r] p+ r + sum_{p<q,r<s} two[p,q,r,s] p+ q+ s r."""
    n = one.shape[0]
    matrix = np.zeros((len(dets), len(dets)))
    for col, det in enumerate(dets):
        occupied = [p for p in range(n) if det >> p & 1]
        for r in occupied:
            d1, s1 = flip(det, r)
            for p in range(n):
                if not d1 >> p & 1 and abs(one[p, r]) > 1e-14:
                    d2, s2 = flip(d1, p)
                    matrix[index[d2], col] += s1 * s2 * one[p, r]
        for r, s in combinations(occupied, 2):
            d1, s1 = flip(det, r)
            d2, s2 = flip(d1, s)
            empty = [p for p in range(n) if not d2 >> p & 1]
            for p, q in combinations(empty, 2):
                value = two[p, q, r, s]
                if abs(value) > 1e-14:
                    d3, s3 = flip(d2, q)
                    d4, s4 = flip(d3, p)
                    matrix[index[d4], col] += s1 * s2 * s3 * s4 * value
    return matrix


def build(atom):
    """Hartree-Fock, spin-orbital integrals, and the full determinant matrix."""
    mol = gto.M(atom=atom, basis="sto-3g", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-8, 200
    mf.kernel()
    orb = mf.mo_coeff
    m = orb.shape[1]
    eri = ao2mo.restore(1, ao2mo.kernel(mol, orb), m)
    h_mo = orb.T @ mf.get_hcore() @ orb
    space, spin = np.arange(2 * m) // 2, np.arange(2 * m) % 2
    same = (spin[:, None] == spin[None, :]).astype(float)
    h = h_mo[np.ix_(space, space)] * same
    coul = eri[np.ix_(space, space, space, space)]
    coul = coul * same[:, :, None, None] * same[None, None, :, :]
    phys = coul.transpose(0, 2, 1, 3)
    g = phys - phys.transpose(0, 1, 3, 2)
    no = mol.nelectron
    fock = h + np.einsum("piqi->pq", g[:, :no, :, :no])
    eps = np.diag(fock).copy()
    assert np.max(np.abs(fock - np.diag(eps))) < 1e-6
    strings = list(combinations(range(m), no // 2))
    dets = [sum(1 << (2 * k) for k in a) + sum(1 << (2 * k + 1) for k in b)
            for a in strings for b in strings]
    index = {d: k for k, d in enumerate(dets)}
    H = operator_matrix(h, g, dets, index)
    assert np.max(np.abs(H - H.T)) < 1e-9
    assert abs(H[0, 0] + mol.energy_nuc() - mf.e_tot) < 1e-8
    rank = np.array([bin(dets[0] & ~d).count("1") for d in dets])
    D = np.where(rank == 2)[0]
    HN = H - H[0, 0] * np.eye(len(dets))
    A, b = HN[np.ix_(D, D)], HN[D, 0]
    c = np.linalg.solve(A, -b)
    keep = np.r_[0, D]
    cid_values, cid_vectors = np.linalg.eigh(HN[np.ix_(keep, keep)])
    det_eps = np.array([sum(eps[p] for p in range(2 * m) if d >> p & 1)
                        for d in dets])
    return SimpleNamespace(
        mf=mf, g=g, eps=eps, no=no, dets=dets, index=index, H=H, HN=HN, rank=rank,
        D=D, A=A, b=b, c=c, E=b @ c, E_cid=cid_values[0],
        c_cid=cid_vectors[1:, 0] / cid_vectors[0, 0],
        E_fci=np.linalg.eigvalsh(HN)[0], det_eps=det_eps,
        delta=det_eps[D] - det_eps[0])


def diagram_tools(S):
    """Orbital denominators, driving integrals and the linear doubles diagrams."""
    o, v = slice(0, S.no), slice(S.no, None)
    eo, ev = S.eps[o], S.eps[v]
    gap = (ev[None, None, :, None] + ev[None, None, None, :]
           - eo[:, None, None, None] - eo[None, :, None, None])

    def W(t):
        pp = 0.5 * np.einsum("abcd,ijcd->ijab", S.g[v, v, v, v], t)
        hh = 0.5 * np.einsum("klij,klab->ijab", S.g[o, o, o, o], t)
        ph = np.einsum("kbcj,ikac->ijab", S.g[o, v, v, o], t)
        ph = ph - ph.transpose(1, 0, 2, 3)
        ph = ph - ph.transpose(0, 1, 3, 2)
        return pp + hh + ph
    return gap, S.g[o, o, v, v], W


def diagram_series(S, terms):
    """Energies of order 2, 3, ... from doubles-only linked diagrams."""
    gap, drive, W = diagram_tools(S)
    t = -drive / gap
    first, energies = t, []
    for _ in range(terms):
        energies.append(0.25 * np.sum(drive * t))
        t = -W(t) / gap
    return np.array(energies), first


def amplitudes(S, c):
    """Antisymmetric amplitude tensor from determinant coefficients."""
    nv = len(S.eps) - S.no
    t = np.zeros((S.no, S.no, nv, nv))
    position = {k: n for n, k in enumerate(S.D)}
    for i, j in combinations(range(S.no), 2):
        for a, b in combinations(range(nv), 2):
            det, sign = S.dets[0], 1
            for p in (i, j, S.no + b, S.no + a):
                det, s = flip(det, p)
                sign *= s
            if det in S.index:
                x = sign * c[position[S.index[det]]]
                t[i, j, a, b] = t[j, i, b, a] = x
                t[j, i, a, b] = t[i, j, b, a] = -x
    return t


def t2_matrix(S, t):
    n = len(S.eps)
    two = np.zeros((n, n, n, n))
    two[S.no:, S.no:, :S.no, :S.no] = t.transpose(2, 3, 0, 1)
    return operator_matrix(np.zeros((n, n)), two, S.dets, S.index)


def full_perturbation(S):
    """Rayleigh-Schroedinger series over all determinants, through order 4."""
    V = S.H - np.diag(S.det_eps)
    V = V - V[0, 0] * np.eye(len(V))
    denominator = S.det_eps[0] - S.det_eps
    denominator[0] = 1.0
    R = 1.0 / denominator
    R[0] = 0.0
    psi1 = R * V[:, 0]
    psi2 = R * (V @ psi1)
    E2, E3 = V[0] @ psi1, V[0] @ psi2
    psi3 = R * (V @ psi2 - E2 * psi1)
    parts = [np.sum((V @ psi1)[S.rank == k] * psi2[S.rank == k])
             for k in range(1, 5)]
    return E2, E3, V[0] @ psi3, parts, -E2 * (psi1 @ psi1), psi2


# ---------------- water ----------------
r_oh, angle = 0.96, 104.5
half = np.radians(angle / 2)
x, z = r_oh * np.sin(half), r_oh * np.cos(half)
S = build(f"O 0 0 0; H {x} 0 {z}; H {-x} 0 {z}")
assert abs(fci.FCI(S.mf).kernel()[0] - S.mf.e_tot - S.E_fci) < 1e-7

# linearized coupled cluster, from the commutator and from the diagrams
t = amplitudes(S, S.c)
T = t2_matrix(S, t)
assert np.max(np.abs(T[S.D, 0] - S.c)) < 1e-12
commutator = S.H @ T - T @ S.H
lcc_residual = np.max(np.abs((S.H + commutator)[S.D, 0]))
assert lcc_residual < 1e-9
gap, drive, W = diagram_tools(S)
diagram_residual = np.max(np.abs(drive + gap * t + W(t)))
assert diagram_residual < 1e-6      # limited by SCF convergence

# quadratic term: unlinked part E*c plus connected remainder q
quadratic = 0.5 * (S.H @ (T @ T[:, 0]))[S.D]
q = 0.5 * (commutator @ T - T @ commutator)[S.D, 0]
assert np.max(np.abs(quadratic - S.E * S.c - q)) < 1e-9
shifted = S.b @ np.linalg.solve(S.A, -S.b - q)
assert abs(shifted - S.E - S.c @ q) < 1e-10

# perturbation series
series, t_first = diagram_series(S, 120)
partial = np.cumsum(series)
assert abs(partial[-1] - S.E) < 1e-8
scale = 1 / np.sqrt(S.delta)
lam = np.linalg.eigvalsh(scale[:, None] * S.A * scale[None, :])
radius = np.max(np.abs(1 - lam))
assert radius < 1
E2, E3, E4, parts, renorm, psi2 = full_perturbation(S)
assert abs(E2 - series[0]) < 1e-8 and abs(E3 - series[1]) < 1e-8
assert abs(parts[1] - series[2]) < 1e-8
assert abs(sum(parts) + renorm - E4) < 1e-8
T_first = t2_matrix(S, t_first)
quad_state = 0.5 * (T_first @ T_first[:, 0])
Q = S.rank == 4
assert np.max(np.abs(psi2[Q])) > 1e-4
assert np.max(np.abs(psi2[Q] - quad_state[Q])) < 1e-7

# the same equations with a rescaled zero-order Hamiltonian: divergent series
factor = 0.25
radius_scaled = np.max(np.abs(1 - lam / factor))
vector = np.zeros_like(S.b)
for _ in range(15):
    vector = vector - (S.b + S.A @ vector) / (factor * S.delta)
E_divergent = S.b @ vector
assert radius_scaled > 1 and abs(E_divergent) > 10 * abs(S.E)


# functional, evaluated as an expectation value over all determinants
def F(c):
    psi = np.zeros(len(S.dets))
    psi[0], psi[S.D] = 1.0, c
    return psi @ (S.HN @ psi)


def gradient(c, step=1e-3):
    return np.array([(F(c + step * e) - F(c - step * e)) / (2 * step)
                     for e in np.eye(len(c))])


found = minimize(F, np.zeros(len(S.c)), method="BFGS", options={"gtol": 1e-6})
assert abs(found.fun - partial[-1]) < 1e-7
grad_cepa, grad_cid = gradient(S.c), gradient(S.c_cid)
assert np.max(np.abs(grad_cepa)) < 1e-8
assert np.max(np.abs(grad_cid - 2 * S.E_cid * S.c_cid)) < 1e-8
assert np.max(np.abs(grad_cid)) > 1e-4
eta = 0.05
F_scaled, projected_scaled = F((1 + eta) * S.c), S.b @ ((1 + eta) * S.c)
assert abs(F_scaled - S.E * (1 - eta**2)) < 1e-10
F_first = F(-S.b / S.delta)
assert abs(F_first - E2 - E3) < 1e-8
lowest = np.linalg.eigvalsh(S.A)[0]
assert lowest > 0 and S.E < S.E_cid

to_kj = constants.physical_constants["Hartree energy"][0] * constants.N_A / 1000
print(f"Water STO-3G: O-H {r_oh} angstrom, angle {angle} degrees")
print(f"determinants {len(S.dets)}, doubles {len(S.D)} (counts)")
print(f"Hartree-Fock total energy      {S.mf.e_tot:.8f} hartree")
print(f"CEPA(0) correlation energy     {S.E:.8f} hartree")
print(f"  the same                     {S.E * to_kj:.3f} kJ/mol")
print(f"doubles series, {len(series)} terms     {partial[-1]:.8f} hartree")
print(f"numerical minimum of F         {found.fun:.8f} hartree")
print(f"CID correlation energy         {S.E_cid:.8f} hartree")
print(f"full-CI correlation energy     {S.E_fci:.8f} hartree")
print(f"LCCD commutator residual, max  {lcc_residual:.1e} hartree")
print(f"LCCD diagram residual, max     {diagram_residual:.1e} hartree")
print(f"c.(quadratic term)             {S.c @ quadratic:.8f} hartree")
print(f"unlinked part E c.c            {S.E * (S.c @ S.c):.8f} hartree")
print(f"connected remainder c.q        {S.c @ q:.8f} hartree")
for k in range(6):
    print(f"order {k+2}: term {series[k]:.8f}, sum {partial[k]:.8f} hartree")
print(f"spectral radius of series      {radius:.4f} (no unit)")
print(f"rescaling factor of H0         {factor} (no unit)")
print(f"radius after rescaling         {radius_scaled:.4f} (no unit)")
print(f"rescaled series, 15 terms      {E_divergent:.3e} hartree")
for name, value in zip(("singles", "doubles", "triples", "quadruples"), parts):
    print(f"E4 {name:10s}                  {value:.8f} hartree")
print(f"E4 renormalization             {renorm:.8f} hartree")
print(f"E4 linked quadruples           {parts[3] + renorm:.8f} hartree")
print(f"E4 total                       {E4:.8f} hartree")
print(f"lowest eigenvalue of A         {lowest:.6f} hartree")
print(f"max gradient of F at CEPA(0)   {np.max(np.abs(grad_cepa)):.1e} hartree")
print(f"max gradient of F at CID       {np.max(np.abs(grad_cid)):.6f} hartree")
print(f"F at c scaled by {1 + eta:.2f}          {F_scaled:.8f} hartree")
print(f"b.c at c scaled by {1 + eta:.2f}        {projected_scaled:.8f} hartree")
print(f"F at first-order amplitudes    {F_first:.8f} hartree")

# ---------------- hydrogen molecule: one double excitation ----------------
print("H2 STO-3G: R (angstrom); A, b, CEPA(0), full CI (hartree); ratio E3/E2")
cepa_energies = []
for R in (0.74, 1.5, 2.5, 4.0):
    M = build(f"H 0 0 0; H 0 0 {R}")
    assert len(M.D) == 1
    A, b = M.A[0, 0], M.b[0]
    orders, _ = diagram_series(M, 4)
    ratio = orders[1] / orders[0]
    assert abs(ratio - (1 - A / M.delta[0])) < 1e-6
    assert abs(orders[0] / (1 - ratio) + b * b / A) < 1e-6 * abs(b * b / A)
    assert abs(M.E_fci - (A / 2 - np.sqrt(A * A / 4 + b * b))) < 1e-8
    assert M.E < M.E_fci
    cepa_energies.append(M.E)
    print(f"{R:.2f}; {A:.6f}, {abs(b):.6f}, {M.E:.6f}, {M.E_fci:.6f}; {ratio:.4f}")
    if R == 0.74:
        monomer = M
assert all(later < earlier for earlier, later
           in zip(cepa_energies, cepa_energies[1:]))

# ---------------- two distant hydrogen molecules ----------------
distance = 200.0
P = build(f"H 0 0 0; H 0 0 0.74; H {distance} 0 0; H {distance} 0 0.74")
_, _, _, parts_m, renorm_m, _ = full_perturbation(monomer)
_, _, _, parts_p, renorm_p, _ = full_perturbation(P)
cepa_error = P.E - 2 * monomer.E
cid_error = P.E_cid - 2 * monomer.E_cid
linked_p = parts_p[3] + renorm_p
assert abs(cepa_error) < 1e-7 and cid_error > 1e-4
assert abs(renorm_p - 4 * renorm_m) < 1e-7
assert abs(linked_p - 2 * renorm_m) < 1e-7 and abs(parts_p[3]) > 1e-5
print(f"Two H2 (R = 0.74 angstrom) at {distance:.0f} angstrom:")
print(f"CEPA(0) pair energy            {P.E:.8f} hartree")
print(f"CEPA(0) pair minus twice one   {cepa_error:.1e} hartree")
print(f"CID pair minus twice one       {cid_error:.8f} hartree")
print(f"E4 renormalization, one H2     {renorm_m:.8f} hartree")
print(f"E4 renormalization, pair       {renorm_p:.8f} hartree")
print(f"E4 quadruples, pair            {parts_p[3]:.8f} hartree")
print(f"E4 linked quadruples, pair     {linked_p:.8f} hartree")
print("PASS")
```

It prints:

```
Water STO-3G: O-H 0.96 angstrom, angle 104.5 degrees
determinants 441, doubles 120 (counts)
Hartree-Fock total energy      -74.96331905 hartree
CEPA(0) correlation energy     -0.05016813 hartree
  the same                     -131.716 kJ/mol
doubles series, 120 terms     -0.05016813 hartree
numerical minimum of F         -0.05016813 hartree
CID correlation energy         -0.04887534 hartree
full-CI correlation energy     -0.04983565 hartree
LCCD commutator residual, max  1.5e-15 hartree
LCCD diagram residual, max     5.5e-13 hartree
c.(quadratic term)             -0.00064176 hartree
unlinked part E c.c            -0.00136431 hartree
connected remainder c.q        0.00072255 hartree
order 2: term -0.03572552, sum -0.03572552 hartree
order 3: term -0.00966788, sum -0.04539340 hartree
order 4: term -0.00303918, sum -0.04843259 hartree
order 5: term -0.00106509, sum -0.04949767 hartree
order 6: term -0.00040150, sum -0.04989918 hartree
order 7: term -0.00015843, sum -0.05005760 hartree
spectral radius of series      0.5766 (no unit)
rescaling factor of H0         0.25 (no unit)
radius after rescaling         3.2309 (no unit)
rescaled series, 15 terms      -1.083e+04 hartree
E4 singles                     -0.00009747 hartree
E4 doubles                     -0.00303918 hartree
E4 triples                     -0.00004804 hartree
E4 quadruples                  -0.00022424 hartree
E4 renormalization             0.00047332 hartree
E4 linked quadruples           0.00024907 hartree
E4 total                       -0.00293561 hartree
lowest eigenvalue of A         0.932107 hartree
max gradient of F at CEPA(0)   6.9e-15 hartree
max gradient of F at CID       0.007575 hartree
F at c scaled by 1.05          -0.05004271 hartree
b.c at c scaled by 1.05        -0.05267654 hartree
F at first-order amplitudes    -0.04539340 hartree
H2 STO-3G: R (angstrom); A, b, CEPA(0), full CI (hartree); ratio E3/E2
0.74; 1.579377, 0.181210, -0.020791, -0.020525; 0.3681
1.50; 0.516405, 0.229536, -0.102026, -0.087276; 0.5548
2.50; 0.108539, 0.282210, -0.733770, -0.233111; 0.7948
4.00; 0.005737, 0.321157, -17.979728, -0.318301; 0.9788
Two H2 (R = 0.74 angstrom) at 200 angstrom:
CEPA(0) pair energy            -0.04158250 hartree
CEPA(0) pair minus twice one   -4.8e-15 hartree
CID pair minus twice one       0.00050724 hartree
E4 renormalization, one H2     0.00006906 hartree
E4 renormalization, pair       0.00027624 hartree
E4 quadruples, pair            -0.00013812 hartree
E4 linked quadruples, pair     0.00013812 hartree
PASS
```
